Nuclear and electronic stopping of 1 MeV protons in silicon

**Problem.** A 1 MeV proton travels through silicon in a direction that is not aligned with a crystal axis or plane. It loses energy by setting whole atoms in motion (nuclear stopping) and by exciting electrons (electronic stopping). Nuclear reactions are not counted. Estimate the ratio S_n/S_e of the two losses per unit path from the recoil masses, the target charges and the Coulomb logarithms. Find its order of magnitude, and decide whether better logarithms would change it.

Data: Z = 14; the silicon mass M₂ is 51205 electron masses m, or 27.887 proton masses M₁; a₀ = 0.05292 nm; C = e²/(4πε₀) = 1.440 eV nm. Rough material values are N = 50 atoms per nm³ and a mean excitation energy I = 170 eV, defined in part 3. The proton is taken as bare and nonrelativistic, and the atoms as randomly placed.

**Solution**

**1. What mass and charge do**

Let the proton pass at speed v and distance b from a free particle of charge ze (of either sign) and mass M, initially at rest. If the path is nearly straight and the particle hardly moves during the passage, the force along the path averages to zero by symmetry. The sideways impulse has magnitude

Δp = ∫ |z|C b dt/(b² + v²t²)^(3/2) = 2|z|C/(vb).

The energy received is therefore

T = (Δp)²/(2M) = 2z²C²/(Mv²b²).

In a path dx the proton meets N·2πb db·dx such particles at distances between b and b + db, if their density is N. The loss per unit length is

S = N∫2πb T db = [4πNz²C²/(Mv²)] L, L = ln(b_max/b_min).

One nucleus contributes Z²/M₂ to the factor z²/M. The Z electrons of the atom contribute Z·1²/m. Hence

S_n/S_e = (Z²/M₂)/(Z/m) · L_n/L_e = (Zm/M₂)(L_n/L_e).

The nucleus gains from its squared charge but loses more through its mass. What remains is to find the two logarithms.

**2. The nuclear logarithm**

Close collisions need the full Coulomb deflection. In relative motion the momentum μv, with μ = M₁M₂/(M₁ + M₂), turns through an angle θ without changing length. Its change is

Δp = 2μv sin(θ/2).

The same change follows from the force. Let φ be the angle of the separation r from the symmetry axis of the orbit. Conservation of angular momentum, r² dφ/dt = vb, gives dt = r² dφ/(vb). As φ runs from −(π − θ)/2 to (π − θ)/2,

Δp = ∫(ZC/r²) cos φ dt = (ZC/vb)∫cos φ dφ = (2ZC/vb) cos(θ/2).

Equating the two expressions gives

tan(θ/2) = ZC/(μv²b) = d/(2b), d = 2ZC/(μv²).

Here d is the closest distance in a head-on collision, since ½μv² = ZC/d. The nucleus was at rest, so it receives the energy

T = (Δp)²/(2M₂) = T_max sin²(θ/2) = T_max/[1 + (2b/d)²], T_max = 2μ²v²/M₂.

At large b the Coulomb impulse is cut off by the atom's electrons. The Thomas-Fermi model supplies the length. Write an electron's attraction energy as U = (ZC/r)χ(r). Filling all momenta up to p²/(2m) = U gives the electron density (2mU)^(3/2)/(3π²ħ³). Poisson's equation, ∇²U = 4πC × density, becomes

ZCχ″/r = 4πC(2mZCχ/r)^(3/2)/(3π²ħ³).

Since a₀ = ħ²/(mC), this is

χ″ = K r^(−1/2) χ^(3/2), K = [4/(3πZ)](2Z/a₀)^(3/2).

With r = ax, all constants disappear if a^(3/2)K = 1. Thus

a = K^(−2/3) = ½(3π/4)^(2/3) a₀/Z^(1/3) = 0.8853 × 0.05292 nm/2.410 = 0.01944 nm.

Take the bare Coulomb result for b < a and nothing beyond it. Then

S_n = N∫₀^a 2πb T db = πN T_max (d²/4) ln[1 + (2a/d)²].

Because T_max d²/4 = 2Z²C²/(M₂v²), this has the form of part 1 with

L_n = ½ ln[1 + (2a/d)²] ≈ ln(2a/d).

The energy of relative motion is ½μv² = 1 MeV × 27.887/28.887 = 0.9654 MeV. Therefore

d = 14 × 1.440 eV nm/(9.654×10⁵ eV) = 2.088×10⁻⁵ nm,

2a/d = 1862, L_n = 7.53.

**3. The electronic logarithm**

Electrons are bound, so distant collisions must supply whole excitation energies E_n. Let q be the momentum transferred and Q = q²/(2m). In the first Born approximation, the Coulomb interaction between proton and electrons has the matrix element

V_n = (4πCħ²/q²)F_n, F_n = ⟨n|F|0⟩, F = Σ_j exp(iq·r_j/ħ).

Its sign does not matter here. Let p and p′ be the proton momenta before and after. The Born cross-section is (M₁/2πħ²)²(p′/p)|V_n|² per unit solid angle, and the solid angle is 2πq dq/(pp′). With p = M₁v and dQ/Q² = 4m dq/q³,

dσ_n = (8πC²/v²)|F_n|² dq/q³ = [2πC²/(mv²)]|F_n|² dQ/Q².

The weighted sum of the |F_n|² is fixed. For a spherically averaged atom, q and −q are equivalent, so

Σ_n E_n|F_n|² = ½⟨0|[F†,[H,F]]|0⟩.

Only the kinetic energy fails to commute with F, if the potential depends on positions alone. For one electron,

[p²/2m, exp(iq·r/ħ)] = exp(iq·r/ħ)(q·p/m + q²/2m).

The outer commutator subtracts the same bracket with p replaced by p − q, leaving q²/m. Different electrons give no cross terms. Half of the sum over Z electrons is

Σ_n E_n|F_n|² = Zq²/(2m) = ZQ.

Define f_n(Q) = E_n|F_n|²/(ZQ), so that Σf_n = 1. Then

S_e = NΣ_n∫E_n dσ_n = [2πNZC²/(mv²)] Σ_n∫f_n(Q) dQ/Q.

The limits come from energy conservation. A heavy proton loses energy v·q ≤ vq, so exciting state n needs q ≥ E_n/v, or Q ≥ E_n²/(2mv²). At large Q the electron responds as if free and receives the energy Q itself. Then q²/(2m) ≤ vq, so q ≤ 2mv and Q ≤ 2mv².

For a sufficiently fast proton, choose Q₀ between these limits, low enough that f_n(Q) ≈ f_n(0) below it and high enough that all important states are open above it. The integrals add to

Σf_n(0) ln(2mv²Q₀/E_n²) + ln(2mv²/Q₀) = 2 ln(2mv²/I),

where ln I = Σf_n(0) ln E_n defines I. The arbitrary Q₀ has cancelled. Hence

S_e = [4πNZC²/(mv²)]L_e, L_e = ln(2mv²/I).

For the proton, mv² = 2(m/M₁) × 1 MeV = 1089 eV. Thus 2mv²/I = 2178/170 = 12.8 and L_e = 2.55.

**4. The ratio**

The charge-mass factor is 14/51205 = 2.73×10⁻⁴. The logarithms multiply it by 7.53/2.55 = 2.95:

S_n/S_e ≈ 2.73×10⁻⁴ × 2.95 ≈ 8×10⁻⁴.

The ratio is of order one thousandth. The separate losses use 4πNC² = 1303 eV²/nm and M₂v² = 55.77 MeV:

S_n = 1303 × 14² × 7.53/(5.577×10⁷) ≈ 0.034 eV/nm,

S_e = 1303 × 14 × 2.55/1089 ≈ 43 eV/nm.

The table applies the same formula to neighbouring cases. Extra digits are kept to show the trend, not as a claim of accuracy.

| Energy (MeV) | I (eV) | S_n/S_e |
|---|---|---|
| 0.5 | 170 | 1.01×10⁻³ |
| 1 | 140 | 7.5×10⁻⁴ |
| 1 | 170 | 8.1×10⁻⁴ |
| 1 | 200 | 8.6×10⁻⁴ |
| 2 | 170 | 6.9×10⁻⁴ |

At fixed I, doubling the energy adds ln 2 to both logarithms. This is a larger fraction of the smaller one, L_e, so the ratio falls. The simple formula should not be continued far upward: its classical nuclear logarithm needs ZC/(ħv) larger than about 1, which holds only below roughly 5 MeV. The departure is gradual: the quantum correction of part 5 is about 1% of L_n at 5 MeV and about 5% at 30 MeV. In the other direction, L_e vanishes at 2mv² = I, near 0.08 MeV. The resulting infinite ratio is a failure of the electronic formula, which requires 2mv² well above the excitation energies.

**5. Do better logarithms change the order?**

*Atomic screening.* The cutoff at a can be replaced by a computed atom. Apply Gauss's law to a long cylinder of radius b whose axis passes through the nucleus parallel to the proton's straight path, so that the path lies on its surface. The integrated sideways field at its surface depends on the charge inside. The impulse is thus 2ZCg(b)/(vb), where g is the nuclear charge less the electrons in the cylinder, divided by Z. Strong bending occurs only at b of order d, far inside a, where g ≈ 1. For d ≪ a, as here, one may therefore replace Z by Zg in the recoil formula, which gives

L_n = ∫ b g² db/[b² + (gd/2)²].

An unrestricted Hartree-Fock silicon atom in the cc-pVDZ basis, spherically averaged, gives L_n = 7.01, which is 7% below the simple value. Larger basis sets move this by less than 0.002, but exact orbits in the same screened field give 7.00, so the last digit is uncertain by about 0.01, here and in the quantum value below. This atom lacks electron correlation and crystal neighbours. Distances beyond half a bond length, 0.1175 nm, contribute about 0.002 to L_n, so the neighbours have little influence on this logarithm.

*Quantum scattering by the nucleus.* Let k = μv/ħ and η = ZC/(ħv) = 2.21. Since b = l/k and kd/2 = η, the classical relation becomes tan(θ/2) = ηg/l. In the partial-wave treatment, θ/2 is replaced by the difference between neighbouring phase shifts. For a bare Coulomb field this difference is arctan(η/l); with screening, arctan(ηg/l) is an approximation that also requires d ≪ a. The integral over b then becomes a sum over whole l:

L_n = Σ l g²/(l² + η²g²), l = 1, 2, …

It gives 6.99. Near l = 0, where g ≈ 1, the summand starts as l/η². The leading endpoint correction of a sum relative to its integral is minus one twelfth of this slope, −1/(12η²) = −0.017, which accounts for the difference.

*Electron binding.* At 1 MeV, 2mv²/I is not very large, so the separation at Q₀ is imperfect. A model electron in a harmonic well with quantum ħω = I shows the size of the error. With x = Q/I and B = 2mv²/I, its n-quantum excitation has f_n = x^(n−1)e^(−x)/(n−1)!, and

L_e = ½Σ_n∫f_n dx/x, from x = n²/B to ∞.

Numerical tests at B = 300 and 3000 found this sum within 10/B of ln B, as the fast-proton formula requires. At B = 12.8 it gives 2.22, or 13% below 2.55. One oscillator does not reproduce silicon's shells, so this is a size estimate and not a correction to be trusted in detail.

With both changes,

S_n/S_e ≈ 2.73×10⁻⁴ × 6.99/2.22 ≈ 8.6×10⁻⁴.

In these models both logarithms decrease, so the two changes partly cancel. Even if changes of this size acted in the same direction on the ratio, they would alter it by less than a quarter. The order of magnitude stands. The value 8.6×10⁻⁴ is not a better number than 8×10⁻⁴: separate oscillators for silicon's shells lower L_e by only about 8%, and the tabulated stopping of silicon, about 41 eV/nm at 1 MeV, corresponds to L_e ≈ 2.4.

*Smaller effects.* The Born treatment of close electron collisions can be corrected with the same Coulomb sum. Set y = C/(ħv) = 1/6.327. Replacing 1/l by l/(l² + y²) changes L_e by

−y²Σ1/[l(l² + y²)] = −0.029,

about 1% of L_e. Relativistic kinematics lowers v² by 0.16% at this energy. The common factor 1/v² cancels from the ratio, leaving only small changes in the logarithms from this source. The dependence of electronic stopping on the sign of the projectile's charge has not been calculated, and it is not as small as these two terms: for a proton at this speed it raises L_e by several per cent, working against the binding correction, without changing the order of the ratio.

**6. What the ratio means in an implanted device**

Proton implantation is used in silicon power devices to adjust carrier lifetime, and 1 MeV is a representative energy. In the first micrometre, with the energy held at 1 MeV, the model proton gives about 43 keV to electrons and on average 34 eV to atomic recoils (32 eV with the atomic logarithm 7.01). The small nuclear part still matters because it can displace atoms.

Take a sharp displacement threshold T_d = 20 eV, a rough typical value. The largest recoil is T_max = 134 keV. Solving T = T_d for b gives

b_d = (d/2)(T_max/T_d − 1)^(1/2) = 8.5×10⁻⁴ nm.

The expected number of primary displacements is Nπb_d² = 1.1×10⁻⁴ per nm, or about 0.11 per µm. These events are rare, but they carry most of the average nuclear loss. Recoils above threshold carry ½ ln(T_max/T_d) = 4.4 of the atomic logarithm 7.01, or about 63% of the nuclear loss. Further displacements made by the recoiling atoms are not included.

The assumption most easily broken is random placement of the atoms. A proton guided along an open crystal channel avoids small b. As an illustration, suppose that all encounters closer than 0.01 nm were excluded while S_e stayed fixed. The simple nuclear logarithm would fall from 7.53 to ln(0.01944/0.01) = 0.66, and the ratio to about 7×10⁻⁵. Only the order of magnitude is meaningful here: screening already weakens the force inside a, so the sharp cutoff overstates what remains. The result of order one thousandth therefore belongs to unaligned incidence.

It also belongs to the local energy, not to the whole range. As the proton slows, S_n at first grows somewhat more slowly than 1/E, because its logarithm shrinks, and it levels off below about 1 keV, where d is no longer small against a, while the electronic formula eventually fails, so the total nuclear share must be found by following the proton to rest. The numerical output below gives the values used here.

Computed values

```
proton energy: 1.00 MeV
silicon nuclear charge: 14 e
silicon atomic mass: 28.09 u
silicon/electron mass ratio: 51205
silicon/proton mass ratio: 27.887
atomic density, rough: 50 per nm3
mean excitation energy, rough: 170 eV
Coulomb constant C: 1.4400 eV nm
Bohr radius: 0.05292 nm
proton speed / Bohr speed: 6.327
electron m v^2: 1089.2 eV
electron 2 m v^2: 2178.5 eV
silicon M2 v^2: 55.77 MeV
screening length a: 0.01944 nm
head-on distance d: 2.0882e-05 nm
maximum silicon recoil: 133.7 keV
2a/d: 1862
2 m v^2/I: 12.81
nuclear logarithm: 7.529
electronic logarithm: 2.551
ratio of logarithms: 2.952
charge-mass factor Z m/M2: 2.7341e-04
nuclear stopping: 0.0345 eV/nm
electronic stopping: 42.71 eV/nm
stopping ratio, estimate: 8.071e-04
ratio for I=140 eV: 7.500e-04
ratio for I=200 eV: 8.620e-04
ratio at 0.5 MeV: 1.006e-03
ratio at 2.0 MeV: 6.931e-04
largest trajectory test error: 0.0101 %
HF atom electron count: 14.00000
nuclear log, HF atom, classical: 7.007
nuclear log, HF atom, quantum: 6.990
nuclear Coulomb parameter eta: 2.213
electronic log, oscillator: 2.222
stopping ratio, refined model: 8.600e-04
Bloch change of electronic log: -0.0294
relativistic change of v^2: -0.160 %
half bond length: 0.1175 nm
nuclear log beyond half bond: 0.00158
displacement threshold, rough: 20 eV
impact parameter at threshold: 8.536e-04 nm
primary displacements: 0.114 per um
nuclear loss above threshold: 62.8 %
electronic loss in 1 um: 42.7 keV
nuclear loss in 1 um: 34.5 eV
```
